# Mini-zone averaging of the screened Coulomb interaction in an insulating layer, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** An insulating layer lies around the plane $z=0$. It is periodic in the plane, with cell area $A$, and is repeated along $z$ with period $L$. The Coulomb interaction is cut off for $|z-z'|>L/2$, and the layer is thinner than $L/2$, so two points in one layer feel the full interaction and points in different layers feel none. The two-dimensional Brillouin zone is sampled by a $\Gamma$-centred $N\times N$ grid, which is the same as imposing periodic boundary conditions on a supercell of area $S=N^2A$. The mini-zone is the Wigner–Seitz cell of this grid around $\mathbf q=0$. Its area is $\Omega=(2\pi)^2/S$ and its boundary in polar coordinates is $R(\theta)$.

Hartree atomic units are used. Screening is treated in the random-phase approximation at zero temperature, for spin-degenerate bands. The in-plane wave vector is $\mathbf q$, with $q=|\mathbf q|$ and $\hat{\mathbf q}=(\cos\theta,\sin\theta)$, and $G=2\pi n/L$ are the reciprocal vectors along $z$. A two-point function is expanded as

$$X(\mathbf q;z,z')=\frac1L\sum_{GG'}e^{iGz}X_{GG'}(\mathbf q)\,e^{-iG'z'},\qquad X_{GG'}=\frac1L\iint dz\,dz'\,e^{-iGz}X(\mathbf q;z,z')\,e^{iG'z'} ,$$

so that integration over an intermediate $z''$ becomes a plain matrix product. With the irreducible polarizability $P$ and the diagonal kernel $v$,

$$\varepsilon=1-vP,\qquad \chi=P+Pv\chi,\qquad \varepsilon^{-1}=1+v\chi,\qquad W=\varepsilon^{-1}v=v+W^c,\qquad W^c=v\chi v .$$

The element $G=G'=0$ is the head, the rest of its row and column are the wings, and the remaining block, labelled $b$, is the body.

## (a) The truncated kernel

*Find $v_G(q)$ and its behaviour for $q\to0$.*

**Solution.** The three-dimensional transform of $1/|\mathbf r|$ is $4\pi/(q^2+k^2)$, with $k$ the $z$ component of the wave vector. The integral over $k$ is closed in the upper half plane for $z>0$, where the pole at $k=iq$ has residue $4\pi e^{-qz}/(2iq)$, and in the lower half plane for $z<0$:

$$v(q;z)=\int\frac{dk}{2\pi}\,\frac{4\pi e^{ikz}}{q^2+k^2}=\frac{2\pi}{q}e^{-q|z|}. \tag{1}$$

The truncation keeps this for $|z|<L/2$. The function is even in $z$, so

$$v_G(q)=\frac{4\pi}{q}\,\mathrm{Re}\int_0^{L/2}e^{-(q+iG)z}dz=\frac{4\pi}{q}\,\mathrm{Re}\,\frac{1-e^{-qL/2}e^{-iGL/2}}{q+iG}.$$

Because $GL/2=\pi n$, the factor $e^{-iGL/2}=(-1)^n$ is real, and $\mathrm{Re}\,(q+iG)^{-1}=q/(q^2+G^2)$. Therefore

$$v_G(q)=\frac{4\pi\,[1-(-1)^ne^{-y}]}{q^2+G^2},\qquad y=\frac{qL}{2}. \tag{2}$$

Every $v_G$ is non-negative and $v_G=v_{-G}$. For the head, $4\pi(1-e^{-y})/q^2$ is rewritten with $1/q=L/(2y)$:

$$v_0=\frac{2\pi L}{q}\,g(y),\qquad g(y)=\frac{1-e^{-y}}{y}=1-\frac y2+O(y^2). \tag{3}$$

The head diverges as $1/q$, like a two-dimensional interaction, but only for $q\ll 2/L$; for $q\gg2/L$ it returns to $4\pi/q^2$. For even $n\ne0$ the kernel vanishes as $2\pi Lq/G^2$, and for odd $n$ it tends to $8\pi/G^2$ with a correction linear in $q$. Components with an in-plane reciprocal vector $\mathbf G_\parallel$ follow from (2) with $q\to|\mathbf q+\mathbf G_\parallel|$ and are finite and smooth at $\mathbf q=0$.

## (b) The polarizability at small $q$

*Find the leading small-$q$ form of the head of the static $P$, and the order in $q$ of its wings and body.*

**Solution.** The static Adler–Wiser expression on a fine grid of $N_k$ points, with a factor 2 for spin, is

$$P_{GG'}(\mathbf q)=\frac{2}{N_kAL}\sum_{\mathbf k}\sum_{nm}\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\epsilon_{n\mathbf k}-\epsilon_{m\mathbf k+\mathbf q}}\,\rho_G^*\,\rho_{G'},\qquad \rho_G=\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .$$

The ratio of occupation difference to energy difference is never positive, so $P$ is Hermitian and negative semidefinite. In an insulator only pairs of one valence band $v$ and one conduction band $c$ contribute.

For $G=0$ the matrix element is an overlap of periodic parts. The Hamiltonian acting on them changes by $\mathbf q\cdot\mathbf v$ to first order, with $\mathbf v=\nabla_{\mathbf k}H_{\mathbf k}$. First-order perturbation theory gives $|u_{c\mathbf k+\mathbf q}\rangle=|u_{c\mathbf k}\rangle+\sum_{m\neq c}|u_{m\mathbf k}\rangle\,\mathbf q\cdot\mathbf v_{mc}/(\epsilon_c-\epsilon_m)$. Projection on $|u_{v\mathbf k}\rangle$ removes the zeroth-order term by orthogonality and leaves

$$\langle u_{c\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle=\frac{\mathbf q\cdot\mathbf v_{cv}}{\Delta E}+O(q^2),\qquad\Delta E=\epsilon_{c\mathbf k}-\epsilon_{v\mathbf k}>0 .$$

The term $n=v$, $m=c$ has prefactor $(1-0)/(-\Delta E)$, and the term $n=c$, $m=v$ has $(0-1)/(+\Delta E)$. Each gives $-|\mathbf q\cdot\mathbf v_{cv}|^2/\Delta E^3$, and together

$$P_{00}=-\frac{\mathbf q\cdot\alpha^0\cdot\mathbf q}{L},\qquad \alpha^0_{ij}=\frac{4}{N_kA}\sum_{\mathbf k}\sum_{vc}\frac{\mathrm{Re}\,(v_{i,cv}^*\,v_{j,cv})}{\Delta E^3}. \tag{4}$$

The tensor $\alpha^0$ is a dipole per area per field and has the dimension of a length. The next correction is $O(q^4)$: shifting $\mathbf k\to\mathbf k-\mathbf q$ in the second term turns it into the first term at $-\mathbf q$, so $P_{00}$ is even in $\mathbf q$. The expansion needs $q|\mathbf v_{cv}|\ll\Delta E$, and also that the band energies change by much less than $\Delta E$ and $\mathbf v_{cv}$ changes little between $\mathbf k$ and $\mathbf k+\mathbf q$. It fails for a metal or a doped layer, where intraband terms keep $P_{00}$ finite at $q=0$.

A wing contains one factor $\rho_0=O(q)$ and one factor $\rho_G=O(1)$, so it is at most linear in $\mathbf q$. The body contains two $O(1)$ factors and is finite. For $G$ along $z$ the linear wing has the form $\mathbf q\cdot\mathbf p_G$, where $\mathbf p_G$ is an in-plane vector. Point operations that keep $z$ also keep $G$ and must leave $\mathbf p_G$ unchanged. Operations that reverse $z$ only relate $\mathbf p_G$ to $\mathbf p_{-G}$. Inversion, for example, gives $\mathbf p_{-G}=-\mathbf p_G$ and does not remove the linear wing. A rotation axis normal to the layer permits no such vector, and these wings are then $O(q^2)$.

## (c) The macroscopic dielectric function and the head of $W^c$

*Find $\varepsilon_M=1/[\varepsilon^{-1}]_{00}$ to first order in $q$ with local fields included, and the $q\to0$ limits of the head and wings of $W^c$.*

**Solution.** The first column $(X_0,X_b)$ of $\varepsilon^{-1}$ obeys

$$\varepsilon_{00}X_0+\varepsilon_{0b}X_b=1,\qquad\varepsilon_{b0}X_0+\varepsilon_{bb}X_b=0 .$$

The second equation gives $X_b=-\varepsilon_{bb}^{-1}\varepsilon_{b0}X_0$, and the first then gives $1/X_0=\varepsilon_{00}-\varepsilon_{0b}\varepsilon_{bb}^{-1}\varepsilon_{b0}$. The blocks are $\varepsilon_{00}=1-v_0P_{00}$, $\varepsilon_{0b}=-v_0P_{0b}$, $\varepsilon_{b0}=-v_bP_{b0}$ and $\varepsilon_{bb}=1-v_bP_{bb}$. The two minus signs of the wings cancel, so

$$\varepsilon_M=1-v_0\left[P_{00}+P_{0b}\,K\,P_{b0}\right],\qquad K=(1-v_bP_{bb})^{-1}v_b .$$

The matrix $K$ equals $v_b^{1/2}(1-v_b^{1/2}P_{bb}v_b^{1/2})^{-1}v_b^{1/2}$, as multiplying both forms from the left by $1-v_bP_{bb}$ shows. Since $P_{bb}$ is negative semidefinite, the inverted matrix has eigenvalues of at least 1, so $K$ is finite at $q=0$ and positive semidefinite. Each wing is linear in $\mathbf q$, so the second term in the bracket is a non-negative quadratic form in $\mathbf q$. This defines the polarizability with local fields:

$$P_{00}+P_{0b}KP_{b0}=-\frac{\mathbf q\cdot\alpha\cdot\mathbf q}{L}+O(q^3),\qquad \hat{\mathbf q}\cdot\alpha\cdot\hat{\mathbf q}\le\hat{\mathbf q}\cdot\alpha^0\cdot\hat{\mathbf q}.$$

The $O(q^3)$ term is allowed because $v_b$ has terms linear in $q$. Multiplying by $v_0=2\pi L/q+O(1)$ cancels $L$:

$$\varepsilon_M=1+r(\theta)\,q+O(q^2),\qquad r(\theta)=2\pi\,\hat{\mathbf q}\cdot\alpha\cdot\hat{\mathbf q}. \tag{5}$$

For isotropic $\alpha$ this is $1+2\pi\alpha q$. A field of infinite wavelength is not screened, because the induced charge $\propto\alpha q^2$ vanishes faster than its potential per unit charge $2\pi/q$ grows.

The head of $W^c$ is $v_0(X_0-1)$ with $X_0-1=-rq+O(q^2)$:

$$W^c_{00}(q\to0)=-2\pi L\,r(\theta)=-4\pi^2L\,\hat{\mathbf q}\cdot\alpha\cdot\hat{\mathbf q}. \tag{6}$$

It is finite, and for anisotropic $\alpha$ its limit depends on the direction of approach, so that it has no single value at $\mathbf q=0$. The wing is $W^c_{b0}=X_bv_0=KP_{b0}X_0v_0$. Where $P_{b0}$ is linear in $\mathbf q$, this is $O(q)\times O(1/q)$, finite and odd in $\hat{\mathbf q}$. The Wigner–Seitz cell is symmetric under $\mathbf q\to-\mathbf q$, so this leading part averages to zero.

## (d) A solvable layer

*Let the in-plane response be $P(\mathbf q;z,z')=-\alpha q^2f(z)f(z')$, with $f$ a normalised Gaussian of standard deviation $\sigma\ll L$. Find, at all $q$, the head of $W^c$, the function $\varepsilon_M$, and the projection $w(q)=\iint f(z)W^c(q;z,z')f(z')\,dz\,dz'$. Decide which dielectric function has the form found in (c) beyond first order.*

**Solution.** In the $G$ basis $P_{GG'}=P_2f_Gf_{G'}/L$ with $P_2=-\alpha q^2$, $f_G=e^{-G^2\sigma^2/2}$ and $f_0=1$. Here $\alpha$ already contains the short-range local fields. Inserting $\chi_{GG'}=\chi_2f_Gf_{G'}/L$ into $\chi=P+Pv\chi$ and cancelling $f_Gf_{G'}/L$ gives

$$\chi_2=P_2+P_2\,\bar v\,\chi_2,\qquad \bar v=\frac1L\sum_Gf_G^2v_G=\iint f(z)\,\frac{2\pi}{q}e^{-q|z-z'|}f(z')\,dz\,dz'\equiv\frac{2\pi}{q}F(q).$$

The second form of $\bar v$ uses the expansion of the kernel and neglects the Gaussian tail beyond $|z-z'|=L/2$. The distribution of $u=z-z'$ has transform $f_G^2=e^{-G^2\sigma^2}$, which belongs to $p(u)=e^{-u^2/4\sigma^2}/(2\sigma\sqrt\pi)$. With $t=u/2\sigma+q\sigma$ the exponent is $u^2/4\sigma^2+qu=t^2-q^2\sigma^2$ and $du=2\sigma\,dt$, so

$$F=2\int_0^\infty p(u)e^{-qu}du=e^{q^2\sigma^2}\frac{2}{\sqrt\pi}\int_{q\sigma}^\infty e^{-t^2}dt=e^{q^2\sigma^2}\mathrm{erfc}(q\sigma)=1-\frac{2q\sigma}{\sqrt\pi}+O(q^2\sigma^2).$$

Since $-P_2\bar v=2\pi\alpha qF=rqF$,

$$\chi_2=-\frac{\alpha q^2}{1+rqF}.$$

An out-of-plane response can be added as $-\beta\,(Gf_G)(G'f_{G'})/L$, which is odd under $G\to-G$ in each index. Its coupling to the even channel is $\sum_Gf_Gv_G\,Gf_G=0$ because $v_G$ is even, so the two channels are screened separately. The odd part of $W^c$ is proportional to $v_GGf_G$ in each index. It vanishes at $G=0$ and when summed against $f_G$, so it enters neither the head nor $w$.

The head is $W^c_{00}=v_0^2\chi_2/L$. With (3), $v_0^2\alpha q^2/L^2=4\pi^2\alpha g^2=2\pi rg^2$. The projection is $w=L^{-1}\sum_{GG'}f_Gv_G\chi_{GG'}v_{G'}f_{G'}=\bar v^2\chi_2$. Thus

$$\frac{W^c_{00}}{L}=-\frac{2\pi r\,g(y)^2}{1+rqF},\qquad w(q)=-\frac{2\pi r\,F^2}{1+rqF}. \tag{7}$$

Both have the unit Ha bohr$^2$ and both tend to $-2\pi r$, in agreement with (6), but only $w$ is independent of $L$.

For the supercell dielectric function, $[\varepsilon^{-1}]_{00}=1+v_0\chi_2/L=1-rqg/(1+rqF)$. Putting this over a common denominator and inverting,

$$\varepsilon_M=\frac{1+rqF}{1+rq(F-g)}=1+\frac{rq\,g}{1+rq(F-g)}. \tag{8}$$

Because $F-g=O(q)$, the denominator is $1+O(q^2)$, and $g=1-qL/4+\dots$ gives $\varepsilon_M=1+rq-rLq^2/4+O(q^3)$. The linear form holds for the supercell head only while $qL\ll1$, so that $g\approx1$, and while $rq\,|F-g|\ll1$, which for $\sigma\ll L$ reads $rLq^2/4\ll1$ and is the stricter condition when $r\gg L$. At fixed $q$ and $L\to\infty$, $g\to0$ and $\varepsilon_M\to1$, because the head averages over the vacuum.

The dielectric function felt by charges in the layer follows from the full projected interaction:

$$\bar v+w=\frac{2\pi F}{q}\left[1-\frac{rqF}{1+rqF}\right]=\frac{\bar v}{1+rqF}.$$

It is $\varepsilon_{2D}=1+rqF(q)$. For a sheet, meaning $q\sigma\ll1$ over the range of interest, it is $1+2\pi\alpha q$ for as long as $P_2=-\alpha q^2$ holds, which is the Rytova–Keldysh form, and

$$w(\mathbf q)=-\frac{2\pi r(\theta)}{1+r(\theta)\,q}. \tag{9}$$

The anisotropic case is covered by the same steps, since only $P_2=-\mathbf q\cdot\alpha\cdot\mathbf q$ changes. For isotropic $\alpha$ the function (9) has a conical cusp at the origin. For anisotropic $\alpha$ it is discontinuous there, with the limit $-2\pi r(\theta)$ along each ray. Along a ray it falls to half of that limit at $q=1/r(\theta)$. It varies sharply on the scale of the grid when the mini-zone is wider than $1/r$.

## (e) The weight of the $\Gamma$ cell in the quasiparticle gap

*Find the contribution of small $\mathbf q$ to the $GW$ correlation self-energy of the band-edge states and to the gap.*

**Solution.** On the imaginary axis $\Sigma=-\mathcal GW$ with $\mathcal G_m(i\omega)=1/(i\omega-\xi_m)$ and $\xi_m=\epsilon_m-\mu$. The sign is fixed by exchange: $\int d\omega\,\mathcal G_m e^{i\omega0^+}/2\pi$ is the occupation, so a static $v$ gives $-v$ for a filled state. The in-plane dependence of $W^c$ is $S^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot(\boldsymbol\rho-\boldsymbol\rho')}W^c(\mathbf q;z,z')$. Integrating each plane wave against the pair density of states $n\mathbf k$ and $m\,\mathbf k-\mathbf q$ leaves a function of $z$, which is assumed to be $M_{nm}(\mathbf q)f(z)$ with the profile of part (d). Then

$$\Sigma^c_{n\mathbf k}(i\nu)=-\frac1S\sum_{\mathbf q}\sum_m|M_{nm}|^2\int\frac{d\omega}{2\pi}\,\frac{w(\mathbf q,i\omega)}{i(\nu+\omega)-\xi_{m\mathbf k-\mathbf q}} .$$

With this assumed profile and a non-degenerate band edge, orthonormality gives $M_{nn}\to1$ and $M_{nm}=O(q)$ for $m\neq n$, so the intraband term dominates at small $q$. In a real layer orthonormality only makes the integral over the cell of an interband pair density vanish; its remaining part, a dipole along $z$ for example, couples to the finite body of $W^c$ and stays finite as $q\to0$. Such terms are left out here.

At zero temperature $\mu$ may lie anywhere in the gap, and $\nu=0$ gives the self-energy at the real energy $\mu$. Letting $\mu$ approach a band edge from inside the gap gives the on-shell value, with $\xi\to0^+$ for the conduction edge and $\xi\to0^-$ for the valence edge. At $\nu=0$, $-1/(i\omega-\xi)=(\xi+i\omega)/(\xi^2+\omega^2)$, and the part odd in $\omega$ drops because $w(i\omega)$ is even. The function $w(i\omega)$ is a sum of terms $w_s\Omega_s^2/(\Omega_s^2+\omega^2)$, one for each neutral excitation $\Omega_s$, with $\sum_sw_s=w(0)$. Partial fractions, $1/[(\xi^2+\omega^2)(\Omega_s^2+\omega^2)]=[1/(\xi^2+\omega^2)-1/(\Omega_s^2+\omega^2)]/(\Omega_s^2-\xi^2)$, and $\int d\omega/(c^2+\omega^2)=\pi/|c|$ give

$$\int\frac{d\omega}{2\pi}\frac{\xi\,\Omega_s^2}{(\xi^2+\omega^2)(\Omega_s^2+\omega^2)}=\frac{\xi\Omega_s^2}{2(\Omega_s^2-\xi^2)}\,\frac{\Omega_s-|\xi|}{|\xi|\Omega_s}=\frac{\mathrm{sgn}\,\xi}{2}\,\frac{\Omega_s}{\Omega_s+|\xi|}.$$

If the band dispersion over the region is small against all $\Omega_s$, each $\mathbf q$ adds $+w(\mathbf q,0)/2S$ to the conduction edge and $-w(\mathbf q,0)/2S$ to the valence edge. In the on-shell approximation, where each level shifts by $\Sigma$ taken at its unperturbed energy, the gap receives $w(\mathbf q,0)/S$, which is negative. Linearising the quasiparticle equation in the energy would multiply each shift by $Z=(1-\partial\Sigma/\partial\epsilon)^{-1}$; this factor is set to 1 in all gap terms below.

The grid sum stands for the integral $\int d^2q/(2\pi)^2$, and one grid point stands for a cell of area $\Omega=(2\pi)^2/S$. With $|M_{nn}|^2=1$ over the mini-zone, its true contribution is

$$\Delta E_g^{\,c}=\int_\Omega\frac{d^2q}{(2\pi)^2}\,w(\mathbf q)=\frac{\langle w\rangle}{S},\qquad\langle w\rangle=\frac1\Omega\int_\Omega w\,d^2q. \tag{10}$$

Exchange adds $-\bar v/S$ per point to the valence edge and nothing to the empty state, so the whole intraband gap term of the cell is $\langle\bar v+w\rangle/S$, the average of the screened interaction. Away from the flat-band limit the average is needed at each imaginary frequency, and (9) applies with $\alpha$ replaced by $\alpha(i\omega)$.

This part has established the small-$q$ form of the screened interaction in the layer and shown that, for nearly flat bands, the $\Gamma$ cell's intraband correlation contribution to the gap is $\langle w\rangle/S$. It remains to evaluate this average, to decide whether averaging the head alone is enough, and to find the grid error that is left.
